# Thermionic emission of a metal and its Schottky lowering

A hot metal loses electrons from the high-energy tail of its Fermi distribution. This problem derives the current that leaves a flat surface, first without and then with an electric field that pulls electrons outward, and applies the result to a hot filament.

**Conventions.** The algebra uses atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$, with $m$ the free-electron mass. The thermal energy is $\tau=k_BT$. Energies $E$ are counted from the chemical potential at temperature $T$. The work function $W$ is the height of the field-free vacuum level above that chemical potential, at the same temperature. The metal fills $x<0$. $J$ is the magnitude of the current density, and every emitted electron is collected.

**Model.** Electrons are independent and in equilibrium inside the metal. The surface is flat and uniform, so the wave vector $\mathbf k_\parallel$ along it is conserved. Outside, the potential energy has a highest point $B$ above the chemical potential; without a field $B=W$. An electron passes if its energy of motion normal to the surface suffices to clear this top, and is turned back otherwise. Part (g) examines that rule.

## (a) Which electrons escape, and what current do they carry?

*Express the current as an integral over energy and $\mathbf k_\parallel$. Does the effective mass inside the metal enter?*

**Solution.** With two spin states, a unit volume of metal holds $2\,d^3k/(2\pi)^3$ states in $d^3k$. Each is filled with probability $f(E)=1/(e^{E/\tau}+1)$ and carries electrons towards the surface at velocity $v_x=\partial E/\partial k_x>0$. The escaping current is

$$J=\frac{2}{(2\pi)^3}\int d^2k_\parallel\int_{\rm escape}dk_x\,v_x\,f(E).$$

At the barrier top the electron is in vacuum and has its free mass. If its normal momentum there is $p_x$, energy conservation reads

$$E=B+\tfrac12p_x^2+\tfrac12k_\parallel^2 .$$

A real $p_x$ requires $E>B+k_\parallel^2/2$. At fixed $\mathbf k_\parallel$ we also have $v_x\,dk_x=dE$, so the inner velocity cancels against the inner density of states:

$$J=\frac{2}{(2\pi)^3}\int d^2k_\parallel\int_{B+k_\parallel^2/2}^{\infty}dE\,f(E).\tag{1}$$

The inner mass has dropped out, provided each vacuum state that matters has exactly one partner inside. With two bands as partners the escape rule would count the current twice; that cannot happen, since the transmissions from all inner states into one vacuum state add up to at most one, so the rule itself fails there. A partner can also be missing. Take a band of mass $m^*$ (in units of $m$) whose bottom lies $S$ below the vacuum level, $E=(k_x^2+k_\parallel^2)/2m^*+W-S$. Without a field, the escape threshold $E=W+k_\parallel^2/2$ corresponds to

$$k_x^2=2m^*S-(1-m^*)k_\parallel^2 .$$

This is positive for every $k_\parallel$ if $m^*\ge1$. For $m^*<1$ it requires $k_\parallel^2/2<m^*S/(1-m^*)$. With $S=10$ eV and $m^*=0.5$ the limit is 10 eV, far above the thermal energies of a few tenths of an eV that matter here. For a light mass the condition fails: with $m^*=0.05$ the limit is 0.53 eV, and at 2500 K about 8 percent of the current is lost for want of partner states. For so light a mass the reflection treated in (g) costs much more; in that model the two together remove about 44 percent. It also fails if the crystal has no propagating states near the vacuum level at small $\mathbf k_\parallel$, a case that a single parabolic band cannot show.

## (b) What is the current, and what is its constant?

*Evaluate (1) for $B\gg\tau$, find the first correction from Fermi statistics, and restore ordinary units.*

**Solution.** Every energy in (1) exceeds $B\gg\tau$, so $f(E)\simeq e^{-E/\tau}$. The energy integral gives

$$\int_{B+k_\parallel^2/2}^\infty e^{-E/\tau}dE=\tau\,e^{-B/\tau}e^{-k_\parallel^2/2\tau},$$

and the integral over the surface plane gives

$$\int d^2k_\parallel\,e^{-k_\parallel^2/2\tau}=2\pi\int_0^\infty k\,e^{-k^2/2\tau}dk=2\pi\tau .$$

The prefactor is $2\tau\cdot2\pi\tau/(8\pi^3)$, hence

$$J=\frac{\tau^2}{2\pi^2}\,e^{-B/\tau}.\tag{2}$$

One factor $\tau$ is the width in energy of the escaping tail; the other measures the area in $\mathbf k_\parallel$ that the tail covers.

The next term of the distribution is $-e^{-2E/\tau}$. It leads to the same two integrals with $\tau$ replaced by $\tau/2$, so their product is four times smaller and the exponential is squared. Relative to (2) the correction is $-\tfrac14e^{-B/\tau}$.

In ordinary units $v_x\,dk_x=dE/\hbar$, the parallel energy is $\hbar^2k_\parallel^2/2m$, and the plane integral becomes $2\pi mk_BT/\hbar^2$. Multiplying by the charge $e$,

$$J=e\,\frac{2}{8\pi^3}\,\frac{k_BT}{\hbar}\,\frac{2\pi mk_BT}{\hbar^2}\,e^{-B/k_BT}
=\frac{em(k_BT)^2}{2\pi^2\hbar^3}\,e^{-B/k_BT}.$$

Since $\hbar^3=h^3/8\pi^3$, this is the Richardson-Dushman law

$$J=A_0T^2e^{-B/k_BT},\qquad A_0=\frac{4\pi mek_B^2}{h^3}=120.17\ \mathrm{A/(cm^2\,K^2)}.\tag{3}$$

The constant contains no property of the metal. That holds within this model, with one partner state inside for each vacuum state, with full transmission above the top and with $B$ taken at the temperature of emission.

## (c) What potential does the emitted electron feel?

*Find the energy of an electron at distance $x$ from a grounded, perfectly conducting plane.*

**Solution.** The electron repels electrons in the metal and leaves positive charge on the surface. Outside, the electrostatic potential must be that of the charge $-1$ at $x$ plus a part without sources there, and it must vanish on the plane. Adding a charge $+1$ at the mirror point $-x$ does this: each point of the plane is equally far from both charges.

No other solution exists. The difference of two solutions would have no sources outside and would vanish on the plane and at infinity. A source-free potential has no maximum or minimum inside its region, so the difference is zero everywhere.

The charges are $2x$ apart, so the attraction is $1/(2x)^2$. The work needed to remove the electron is

$$\int_x^\infty\frac{dx'}{4x'^2}=\frac1{4x},\qquad\text{so}\qquad V(x)=-\frac1{4x}\tag{4}$$

relative to the vacuum level. Two fixed charges at separation $2x$ would have the energy $-1/(2x)$. The factor one half arises because the image recedes as the electron is withdrawn.

Equation (4) treats the metal as a sharp classical conductor that responds at once. It cannot hold at atomic distances, where it would diverge, so we must check where the barrier top lies.

## (d) How far does a field lower the barrier?

*A field of strength $F>0$ pulls electrons outward. Find the position and height of the barrier top.*

**Solution.** The field is screened inside the metal and adds the energy $-Fx$ outside:

$$V(x)=-\frac1{4x}-Fx,\qquad V'(x)=\frac1{4x^2}-F,\qquad V''(x)=-\frac1{2x^3}<0 .$$

The single stationary point is therefore a maximum. It lies at

$$x_m=\frac1{2\sqrt F},\qquad V(x_m)=-\frac{\sqrt F}2-\frac{\sqrt F}2=-\sqrt F.\tag{5}$$

The image attraction and the field contribute equally. The top is at $B=W-\Delta$ with $\Delta=\sqrt F$, and (2) becomes

$$J(F)=\frac{\tau^2}{2\pi^2}\exp\!\left(-\frac{W-\sqrt F}{\tau}\right)=J(0)\,e^{\sqrt F/\tau}.\tag{6}$$

In ordinary units the image energy is $-e^2/(16\pi\varepsilon_0x)$. The maximum of $-a/x-bx$ is $-2\sqrt{ab}$, so

$$\Delta=2\sqrt{\frac{e^2}{16\pi\varepsilon_0}\,eF}=\sqrt{\frac{e^3F}{4\pi\varepsilon_0}} .$$

At fixed $T$ and $W$, a plot of $\ln J$ against $\sqrt F$ is a straight line of slope $1/\tau$ in atomic units. This holds for a uniform surface and the classical barrier rule. Tunnelling at high field and a patchy work function at low field, both treated in (g), can make the slope steeper. As $F\to0$ the top moves to infinity and the lowering vanishes.

In a real metal the plane from which $x$ is counted is not sharply defined. Suppose the field term starts a distance $s$ further in than the image term: $V=-1/(4u)-F(u+s)$, with $u$ the distance from the image plane. The top then drops by a further $Fs$. If both terms are counted from the same plane, its location does not matter. In a metal that screens linearly the two planes move together. With Thomas-Fermi screening of length $\lambda_s$, for example, both lie a distance $\lambda_s$ inside the edge, about 0.06 nm for a Fermi energy of 5.5 eV, and the remaining $s$ is only about $10^{-4}$ nm at 10 MV/cm. The inward direction is peculiar to this crude model, which lets no electrons spill out; a self-consistent jellium calculation in the local-density approximation at the same density puts the screening plane about 0.07 nm outside the edge. The value of $s$ used below is therefore an assumed number that measures sensitivity, not a predicted property of a metal.

## (e) What does a hot filament emit?

*Take $W=4.50$ eV, $T=2500$ K and $F=0.01$ MV/cm. Find the current without and with the field, and its sensitivity to $W$ and $T$.*

**Solution.** The thermal energy is 0.21543 eV, so $W/\tau=20.888$ and $e^{-W/\tau}=8.480\times10^{-10}$. Without the field,

$$J(0)=(7.511\times10^8)(8.480\times10^{-10})\ \mathrm{A/cm^2}=0.637\ \mathrm{A/cm^2}.$$

Direct summation over occupied momentum states, with the full Fermi function and inner masses 0.5, 1 and 2, gives 0.6369 A/cm² in each case. This tests both the prefactor and the cancellation of the inner mass.

The field lowers the barrier by $\Delta=0.03795$ eV, and

$$J(F)=0.6369\,e^{0.03795/0.21543}\ \mathrm{A/cm^2}=0.6369\times1.1926\ \mathrm{A/cm^2}=0.760\ \mathrm{A/cm^2},$$

or about $7.6\times10^3$ A/m². A lowering below one percent of $W$ raises the current by 19 percent, because it is to be compared with $\tau$.

The top lies 19.0 nm from the surface, far beyond atomic distances, so the image law is used where it is sound. A mismatch $s=0.1$ nm between the two planes of part (d) would lower the top by a further $10^{-4}$ eV, which is negligible. The Fermi correction is $-2.5\times10^{-10}$ of the current.

The exponential makes the result sensitive to its inputs. A work function higher by 0.1 eV multiplies the current by 0.63. For temperature, at fixed $W$ and $F$, equation (6) gives

$$\frac{d\ln J}{d\ln T}=2+\frac{W-\Delta}{\tau}=2+20.71=22.7 .$$

A rise of 25 K, one percent, thus gives about 23 percent to first order; the full formula gives 25 percent.

## (f) Why can a measured constant differ from 120?

*Let $W=W_0+\alpha T$. What does a plot of $\ln(J/T^2)$ against $1/T$ yield? How much temperature dependence does the electron gas itself supply?*

**Solution.** Insert $W(T)$ into (3) at zero field:

$$\ln\frac J{T^2}=\ln A_0-\frac{\alpha}{k_B}-\frac{W_0}{k_BT}.$$

The line is straight. Its slope gives $W_0$, not the work function at the working temperature, and its intercept gives the apparent constant $A_0e^{-\alpha/k_B}$. With an assumed $\alpha=5\times10^{-5}$ eV/K and $W=4.50$ eV at 2500 K, $W_0=4.375$ eV and the apparent constant is 67 A/(cm² K²). The current at 2500 K is unchanged; it has merely been divided differently between prefactor and exponential.

One contribution to $W(T)$ can be derived. Hold the density of a free-electron gas and its inner potential $S$ fixed. Now count energy $\epsilon$ from the band bottom, and let $\mu$ be the chemical potential on that scale, so that $W=S-\mu(T)$. The density of states is proportional to $\sqrt\epsilon$, so

$$\int_0^\infty\sqrt\epsilon\,f\,d\epsilon=\tfrac23E_F^{3/2},$$

where $E_F=\mu(0)$. Integrate by parts; the left side becomes $\int\tfrac23\epsilon^{3/2}(-f')\,d\epsilon$. For $\tau\ll\mu$ the weight $-f'$ is a narrow, even peak of unit area at $\mu$. With $y=(\epsilon-\mu)/\tau$, its second moment is $\tau^2$ times

$$\int_{-\infty}^{\infty}\frac{y^2e^y\,dy}{(e^y+1)^2}
=2\sum_{n\ge1}(-1)^{n+1}n\int_0^\infty y^2e^{-ny}dy
=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}3 .$$

Expand $\tfrac23\epsilon^{3/2}$ about $\mu$. The linear term vanishes by symmetry, and the second derivative is $\tfrac12\mu^{-1/2}$. Therefore

$$\tfrac23\mu^{3/2}+\frac{\pi^2\tau^2}{12\sqrt\mu}\simeq\tfrac23E_F^{3/2}
\quad\Rightarrow\quad \mu-E_F\simeq-\frac{\pi^2\tau^2}{12E_F},$$

where the last step uses $\tfrac23(\mu^{3/2}-E_F^{3/2})\simeq\sqrt{E_F}\,(\mu-E_F)$.

For $E_F=5.50$ eV the numerical solution at fixed density gives a shift of $-0.0070$ eV. Had 4.50 eV been the work function at zero temperature, this shift alone would multiply the current by 0.968. The shift grows as $T^2$, so a plot near 2500 K sees the tangent slope $dW/dT=2\times0.0070/2500=5.6\times10^{-6}$ eV/K in place of $\alpha$. This is about a ninth of the assumed $\alpha$ and multiplies the apparent constant by 0.94. The estimate holds for a $\sqrt\epsilon$ density of states only. Changes of density and of the surface potential are left out of this estimate, and they need not be small. Since $E_F\propto n^{2/3}$, a linear expansion coefficient $\alpha_L$ adds $2E_F\alpha_L$ to $dW/dT$ at fixed $S$. For an assumed $\alpha_L=4.5\times10^{-6}$/K this is $5\times10^{-5}$ eV/K, about nine times the term derived here. Expansion coefficients usually grow with temperature; $7.5\times10^{-6}$/K would give $8\times10^{-5}$ eV/K, about fifteen times. $S$ changes with density as well, so the net coefficient is not fixed by this model. The change of $S$ can cancel this term: in self-consistent jellium at the same density (local-density approximation, $W\approx3.5$ eV, not a model of a refractory metal), the net effect of expansion for $\alpha_L=4.5\times10^{-6}$/K is about $-6\times10^{-6}$ eV/K, varying by some ten percent with slab thickness.

## (g) When does the classical barrier rule hold?

*Estimate quantum reflection, tunnelling and space charge for the filament.*

**Solution.** *Reflection.* Let the inner mass be the free mass, $m^*=1$. Suppose first that the potential jumped by $S$ without an image tail. With wave numbers $q$ inside and $p$ outside, continuity of the wave and its slope gives $1+r=t$ and $q(1-r)=pt$. Hence $r=(q-p)/(q+p)$, and the transmitted fraction is

$$1-r^2=\frac{4pq}{(p+q)^2}.$$

Emitted electrons have small $p$. For $S=10$ eV, the average over their normal energies, weighted by the Boltzmann factor, is 0.38. A sharp step would thus cost more than half the current.

Now include the image tail and cut it off where it meets the inner potential, $x_c=1/(4S)$. At zero field and zero outside energy the wave obeys $\psi''+\psi/(2x)=0$. With $z=\sqrt{2x}$ and $dz/dx=1/z$, the outgoing solution is $\psi=zH_1(z)$, where $H_n$ are Hankel functions of the first kind. Indeed $(zH_1)'=zH_0$ and $H_0'=-H_1$ give

$$\frac{d\psi}{dx}=H_0,\qquad \frac{d^2\psi}{dx^2}=-\frac{H_1}z=-\frac\psi{2x}.$$

Inside, $q=\sqrt{2S}=1/z_c$ with $z_c=\sqrt{2x_c}$. The incoming and reflected amplitudes at $x_c$ are $\tfrac12[\psi\pm\psi'/(iq)]=\tfrac12z_c(H_1\mp iH_0)$, so the reflected fraction is

$$R=\left|\frac{H_1(z_c)+iH_0(z_c)}{H_1(z_c)-iH_0(z_c)}\right|^2=0.036 .$$

In this model the gradual tail therefore lets about 96 percent through. The cut lies at $x_c=0.036$ nm, where the image law is not valid, so the reflection at a real surface can differ from this figure. The inner mass, absent from (1), returns here: if $\psi$ and $\psi'/m^*$ are matched at the cut, $H_0$ is multiplied by $\sqrt{m^*}$ at $k_\parallel=0$, and $R$ becomes 0.085, 0.045 and 0.47 for $m^*=0.5$, 2 and 0.05. A numerical solution of the Schrödinger equation with the field on, averaged over thermal energies, gives 0.965 of the classical current at 0.01 MV/cm. This includes tunnelling; 0.15 percent of the current passes below the top.

*Tunnelling.* Near the top, $V\simeq-\sqrt F-\tfrac12\omega^2(x-x_m)^2$ with $\omega^2=1/(2x_m^3)=4F^{3/2}$. At energy $\delta$ below the top the wave decays at the local rate $\sqrt{2\delta-\omega^2u^2}$, with $u=x-x_m$. The integral of this rate across the barrier is half the area of an ellipse, $\pi\delta/\omega$. The transmitted probability thus falls as $e^{-2\pi\delta/\omega}=e^{-\pi\delta/F^{3/4}}$, while the thermal population grows as $e^{\delta/\tau}$. The product of these two factors decreases with depth below the top if

$$\tau>\frac{F^{3/4}}\pi .$$

At 10 MV/cm the lowering is 1.200 eV, or $\sqrt F=0.0441$ in atomic units. The bound is then $0.0441^{3/2}/\pi=0.0029$ hartree, or 0.08 eV. The condition still holds at 2500 K, but by less than a factor of three. Meeting it does not keep the emission near the top; the classical rule needs $\tau$ well above the bound. In the sharp-cut model with $S=10$ eV, a little over half the current passes below the top at 20 MV/cm, where $\tau$ is 1.6 times the bound. At 35 MV/cm, where $\tau$ is 1.05 times the bound, nearly nine tenths does, and the total is about four times (6).

Keeping $T$, $W$ and $S$ fixed, the numerical solution gives:

| Field (MV/cm) | Quantum/classical current | Share below top |
|---|---|---|
| 0.01 | 0.965 | 0.0015 |
| 0.1 | 0.969 | 0.008 |
| 1 | 0.929 | 0.038 |
| 10 | 0.977 | 0.25 |

At 10 MV/cm a quarter of the current tunnels, so the rule "none below the top" fails, yet in this model the total differs from (6) by only 2 percent, because gain from tunnelling and loss by reflection happen to offset each other. That agreement is not general. With the same cut the ratio is 1.07 at 5 MV/cm, and at 10 MV/cm it runs from 0.95 to 1.02 as $S$ goes from 7 to 15 eV. If the tail is instead $-(1-e^{-\lambda x})/(4x)$, with $\lambda$ between 0.8 and 1.2 per bohr, continued for $x<0$ by $-S/(Ae^{\beta x}+1)$ with $A$ and $\beta$ fixed by matching the value and slope of the tail at $x=0$ (other smooth joins give other figures), the ratio is 0.99 to 1.00 at 0.01 MV/cm, 0.98 to 0.99 at 1 MV/cm and 1.12 to 1.15 at 10 MV/cm. The dip to 0.929 in the table thus belongs largely to the sharp cut. At 10 MV/cm the top is also only 0.60 nm from the surface, where the image law itself is doubtful. The assumed mismatch $s=0.1$ nm of part (e) would there lower the top by $Fs=0.1$ eV and multiply the current by 1.6, far more than the differences between these ratios. This shows how sensitive the current is to the potential near the surface; linear screening alone gives a much smaller $s$, as noted in (d).

*Space charge.* Consider a planar gap of width $d$ and voltage $U$. An electron starting at rest has speed $\sqrt{2\phi}$ where the potential is $\phi$, so the magnitude of the charge density is $J/\sqrt{2\phi}$. Poisson's equation is $\phi''=4\pi J/\sqrt{2\phi}$. Multiplying by $2\phi'$ and integrating from the cathode, where the field is $F_c$,

$$\phi'^2=F_c^2+8\sqrt2\,\pi J\sqrt\phi,\qquad d=\int_0^U\frac{d\phi}{\phi'} .$$

The largest current in this model has $F_c=0$. The integral is then $d=\tfrac43U^{3/4}/(8\sqrt2\,\pi J)^{1/2}$, so

$$J_{\max}=\frac{\sqrt2}{9\pi}\frac{U^{3/2}}{d^2}.$$

For 1000 V across 1 mm this is 7.4 A/cm², about ten times the emitted current. Holding $J$ at 0.76 A/cm², the cathode field falls from 0.0100 to 0.0094 MV/cm, which costs 0.6 percent of the current. At fixed $U/d$, $J_{\max}\propto d^{-1/2}$, so at the same mean field space charge matters more in a longer gap.

*The real case.* The chosen $W$, $T$ and field are roughly those of the hot metal filament of a thermionic electron gun, for which a current density of order 1 A/cm² is a reasonable rough size. The planar gap with 1000 V is a simplification: a real gun can have shaped electrodes and a much higher voltage. A real filament also breaks the assumption of a uniform surface, since different crystal faces have different work functions. On faces wide enough that the field between them is small against the applied field, a difference of 0.1 eV changes the local current by the factor 0.63 found in (e), far more than reflection or space charge does in this example. Neighbouring faces also set up fields of their own that even out the barrier tops, so narrow faces differ less. Take a sinusoidal variation of 0.1 eV from peak to trough with period $L$; outside it decays as $e^{-2\pi x/L}$. At this field the barrier tops along the normal above peak and trough give 0.63 for $L=10$ µm but 0.78 for $L=200$ nm. In the second case the patch field at the surface is 1.6 times the applied field, so this one-dimensional comparison is only a rough guide. A larger difference needs wider faces. For 0.5 eV the same estimate gives 0.10 for $L=10$ µm but 0.14 for $L=1$ µm. In the latter case the patch field again exceeds the applied field, and the slope of $\ln J$ against $\sqrt F$, averaged over the surface, comes out between 2 and 2.5 times $1/\tau$ (about 2.4 from the barrier tops along the normals, about 2.2 from classical trajectories in the two-dimensional potential).

## Values computed for the example and the checks

```
Richardson constant A0 = 120.173 A/(cm^2 K^2)
temperature T = 2500 K
thermal energy kT = 0.21543 eV
work function W = 4.50 eV
W/kT = 20.888
Boltzmann factor exp(-W/kT) = 8.4801e-10
A0 T^2 = 7.5108e+08 A/cm^2
current without field = 0.6369 A/cm^2
momentum-space current, inner mass 0.5 = 0.6369 A/cm^2
momentum-space current, inner mass 1.0 = 0.6369 A/cm^2
momentum-space current, inner mass 2.0 = 0.6369 A/cm^2
applied field F = 0.01 MV/cm
Schottky lowering = 0.03795 eV
distance of barrier top = 18.973 nm
field enhancement factor = 1.1926
current with field = 0.7596 A/cm^2
Scan: field MV/cm | lowering eV | top nm | classical factor
   0.01 | 0.0379 | 18.973 | 1.193
   0.10 | 0.1200 | 6.000 | 1.745
   1.00 | 0.3795 | 1.897 | 5.821
  10.00 | 1.2000 | 0.600 | 262.5
Scan: field MV/cm | quantum/classical current | share below top
   0.01 | 0.9652 | 0.0015
   0.10 | 0.9693 | 0.0076
   1.00 | 0.9294 | 0.0382
  10.00 | 0.9774 | 0.2482
inner potential below vacuum = 10.0 eV
zero-energy, zero-field image reflection = 0.0360
mean transmission of a sharp step = 0.3834
relative Fermi correction = -2.53e-10
Fermi energy of the gas = 5.50 eV
thermal shift of chemical potential = -0.00696 eV
current factor from that shift = 0.9682
assumed coefficient alpha = 5.0e-05 eV/K
Richardson-plot energy W0 = 4.3750 eV
apparent Richardson constant = 67.27 A/(cm^2 K^2)
assumed image-plane shift = 0.10 nm
extra lowering from that shift = 1.00e-04 eV
gap = 1.0 mm
gap voltage = 1000 V
space-charge limit = 7.381 A/cm^2
cathode field with space charge = 0.00938 MV/cm
current loss by space charge = 0.555 percent
current factor for W higher by 0.1 eV = 0.6286
current factor for T higher by 25 K = 1.2523
```
